# The optimized-potential equation from energy minimization and from the exchange derivative

## 1. Definitions and conventions

The system has $2N$ electrons in $N$ doubly occupied real orbitals. All potentials are potential energies of one electron, and $e>0$; for a nucleus of charge $Ze$ at the origin, $v_{\rm ext}=-Ze^2/r$ in Gaussian units. The orbitals are eigenfunctions of a Hamiltonian with a local potential $v_s$,

$$
h_s\varphi_k=\varepsilon_k\varphi_k,\qquad h_s=-\frac{\hbar^2}{2m}\nabla^2+v_s(\mathbf r). \tag{1}
$$

The $N$ lowest are occupied, and a gap separates $\varepsilon_N$ from the empty levels. Labels $i,j$ denote occupied orbitals, $a$ empty ones and $k$ any orbital. Sums over $a$ include an integral over the continuum. For an operator $O$, $O_{ai}=\langle a|O|i\rangle$.

The density, the Hartree potential and the Fock exchange operator are

$$
n(\mathbf r)=2\sum_i\varphi_i^2(\mathbf r),\qquad
v_{\rm H}(\mathbf r)=e^2\!\int\!\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r', \tag{2}
$$

$$
(Kf)(\mathbf r)=-e^2\sum_j\varphi_j(\mathbf r)\int\frac{\varphi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r'. \tag{3}
$$

The minus sign is part of $K$. The Hartree-Fock energy expression is

$$
E=2\sum_i\Big\langle i\Big|-\frac{\hbar^2}{2m}\nabla^2+v_{\rm ext}\Big|i\Big\rangle+\frac12\int v_{\rm H}n\,d\mathbf r+E_x,\qquad E_x=\sum_i K_{ii}. \tag{4}
$$

In $E_x$, the spin sum gives a factor 2 and the counting of pairs a factor $\tfrac12$, which leaves the coefficient 1.

Two problems use this expression.

**Problem A** (Sharp-Horton, Talman-Shadwick). The orbitals in (4) are those of (1), so $E$ is a functional of $v_s$. Find the $v_s$ for which $\delta E/\delta v_s=0$.

**Problem B** (exchange-only Kohn-Sham theory). Regard $E_x$ as a functional of the density and solve (1) self-consistently with

$$
v_s=v_{\rm ext}+v_{\rm H}+v_x,\qquad v_x(\mathbf r)=\frac{\delta E_x[n]}{\delta n(\mathbf r)}. \tag{5}
$$

The functional $E_x[n]$ is defined because a density that comes from some $v_s$ with a nondegenerate ground state fixes $v_s$ up to a constant, hence the determinant and $E_x$. It is assumed that densities near the solution come from such potentials and that $E_x[n]$ is differentiable there. Since $\int\delta n\,d\mathbf r=0$ at fixed electron number, $v_x$ is defined up to a constant.

The claim is that, under these conditions, A and B have the same solutions up to a constant in $v_s$. It concerns stationary points; whether one is a minimum is a separate question.

## 2. Variation of the energy with the orbitals

Let the orbitals change by $\delta\varphi_i$. Each one-electron term is quadratic in a real orbital, so its variation is $4\sum_i\langle\delta\varphi_i|\cdots|i\rangle$: 2 from spin and 2 from the two equal factors. The Hartree energy is quadratic in $n$ with a symmetric kernel, so its variation is $\int v_{\rm H}\,\delta n\,d\mathbf r$. With $\delta n=4\sum_i\varphi_i\delta\varphi_i$, this is $4\sum_i\langle\delta\varphi_i|v_{\rm H}|i\rangle$. Written out, the exchange energy is

$$
E_x=-e^2\sum_{ij}\iint\frac{\varphi_i(\mathbf r)\varphi_j(\mathbf r)\varphi_i(\mathbf r')\varphi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'.
$$

It has four orbital factors. Exchanging $i$ with $j$, or $\mathbf r$ with $\mathbf r'$, shows that their variations contribute equally, so $\delta E_x=4\sum_i\langle\delta\varphi_i|K|i\rangle$. Together,

$$
\delta E=4\sum_i\langle\delta\varphi_i|F|i\rangle,\qquad
F=-\frac{\hbar^2}{2m}\nabla^2+v_{\rm ext}+v_{\rm H}+K. \tag{6}
$$

## 3. Variation of the orbitals with the potential

To first order, a change $\delta v_s$ in (1) gives

$$
(h_s-\varepsilon_i)\delta\varphi_i=-(\delta v_s-\delta\varepsilon_i)\varphi_i .
$$

Projection on $\varphi_k$ with $k\ne i$ gives $(\varepsilon_k-\varepsilon_i)\langle k|\delta\varphi_i\rangle=-\langle k|\delta v_s|i\rangle$. Normalization removes the component along $\varphi_i$, so

$$
\delta\varphi_i=\sum_{k\neq i}\varphi_k\frac{\langle k|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_k}. \tag{7}
$$

Insert this in (6). The terms in which $k=j$ is occupied are

$$
4\sum_{i\ne j}\frac{F_{ji}\langle j|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_j}=0,
$$

because the numerator is symmetric in $i,j$ and the denominator antisymmetric. If occupied levels are degenerate, one first chooses the orbitals in that level that diagonalize $\delta v_s$; the projection on a partner in the same level then reads $0=0$ and leaves that component of $\delta\varphi_i$ open. Orthonormality makes $\langle j|\delta\varphi_i\rangle$ antisymmetric in $i,j$, so these components also cancel against the symmetric $F_{ji}$ in (6). The remaining sum over $i$ and $a$ does not depend on this choice, since the level shares one denominator.

Writing $\langle a|\delta v_s|i\rangle=\int\varphi_a\varphi_i\,\delta v_s\,d\mathbf r$ and reading off the coefficient of $\delta v_s(\mathbf r)$,

$$
\frac{\delta E}{\delta v_s(\mathbf r)}=4\sum_{ia}\frac{F_{ai}}{\varepsilon_i-\varepsilon_a}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r). \tag{8}
$$

The same steps applied to $E_x$ alone, and to the density, give

$$
\frac{\delta E_x}{\delta v_s(\mathbf r)}=4\sum_{ia}\frac{K_{ai}}{\varepsilon_i-\varepsilon_a}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r), \tag{9}
$$

$$
\chi_s(\mathbf r,\mathbf r')=\frac{\delta n(\mathbf r)}{\delta v_s(\mathbf r')}=4\sum_{ia}\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_i(\mathbf r')\varphi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}. \tag{10}
$$

The response function is symmetric. Acting on any local function $f$, it gives

$$
\int\chi_s(\mathbf r,\mathbf r')f(\mathbf r')d\mathbf r'=4\sum_{ia}\frac{\langle a|f|i\rangle}{\varepsilon_i-\varepsilon_a}\varphi_i(\mathbf r)\varphi_a(\mathbf r). \tag{11}
$$

## 4. The equation from each problem

**From A.** The kinetic operator in $F$ equals $h_s-v_s$. Since $\langle a|h_s|i\rangle=\varepsilon_i\langle a|i\rangle=0$,

$$
F_{ai}=\langle a|v_{\rm ext}+v_{\rm H}-v_s+K|i\rangle. \tag{12}
$$

Name the local remainder $u_x=v_s-v_{\rm ext}-v_{\rm H}$. Setting (8) to zero gives

$$
\sum_{ia}\frac{\langle a|u_x-K|i\rangle}{\varepsilon_i-\varepsilon_a}\varphi_i(\mathbf r)\varphi_a(\mathbf r)=0. \tag{13}
$$

**From B.** A change of $v_s$ alters $E_x$ through the density. By the chain rule and the symmetry of $\chi_s$,

$$
\int\chi_s(\mathbf r,\mathbf r')v_x(\mathbf r')d\mathbf r'=\frac{\delta E_x}{\delta v_s(\mathbf r)}. \tag{14}
$$

With (9) and (11), this becomes

$$
\sum_{ia}\frac{\langle a|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_a}\varphi_i(\mathbf r)\varphi_a(\mathbf r)=0. \tag{15}
$$

Equations (13) and (15) have the same form but different status. Equation (15) determines the density derivative at any admissible $v_s$. Equation (13) holds at a stationary $v_s$. To connect them, put (12) into (8), treat the local part with (11), and replace the $K$ part by (14):

$$
\frac{\delta E}{\delta v_s(\mathbf r)}=\int\chi_s(\mathbf r,\mathbf r')\,g(\mathbf r')\,d\mathbf r',\qquad
g=v_{\rm ext}+v_{\rm H}+v_x-v_s. \tag{16}
$$

If $v_s$ solves B, then $g$ is constant. Its matrix elements between orthogonal orbitals vanish, so by (11) the energy is stationary. The converse requires that $\chi_s$ annihilate no other function.

## 5. Why a constant is the only freedom

Suppose $\chi_sf=0$. Multiplying (11) by $f(\mathbf r)$ and integrating gives

$$
0=\iint f\chi_sf\,d\mathbf r\,d\mathbf r'=-4\sum_{ia}\frac{|\langle a|f|i\rangle|^2}{\varepsilon_a-\varepsilon_i}. \tag{17}
$$

Because of the gap, every denominator is positive, so every $\langle a|f|i\rangle$ vanishes. Thus $f\varphi_i$ has no component on the empty orbitals, and

$$
f(\mathbf r)\varphi_i(\mathbf r)=\sum_j\varphi_j(\mathbf r)f_{ji},\qquad f_{ji}=\langle j|f|i\rangle. \tag{18}
$$

At a fixed point $\mathbf r$, this says that the row vector $(\varphi_1(\mathbf r),\dots,\varphi_N(\mathbf r))$ is a left eigenvector of the fixed $N\times N$ matrix $f_{ji}$, with eigenvalue $f(\mathbf r)$. The vector is nonzero, since the lowest orbital has no nodes. Hence $f(\mathbf r)$ can take at most $N$ values. If $f$ is continuous, except possibly at isolated nuclei, it cannot jump between them and is constant.

Applied to $g$, assumed continuous away from the nuclei, this shows that stationarity implies $v_s=v_{\rm ext}+v_{\rm H}+v_x+\text{const}$. Problems A and B are therefore equivalent under the stated assumptions, and $u_x$ of A equals the density derivative $v_x$ up to a constant.

In a finite orbital basis the argument can fail in two ways. If the products $\varphi_i\varphi_a$ span too few functions, $\chi_s$ annihilates further potentials, and $v_x$ is not unique. If all these products are linearly independent and the potential is unrestricted (in which case the first failure occurs as well, since finitely many products cannot span all potentials), the vanishing of (8) forces every $F_{ai}=0$. That is the Hartree-Fock condition, so a stationary point then carries a Hartree-Fock energy and no longer approximates the continuum problem. The potential space must be balanced against the orbital space.

## 6. Relation to Hartree-Fock

Hartree-Fock theory varies the orbitals freely and requires $F_{ai}=0$ for each pair. Problem A requires only that the weighted sum (8) vanish at each point. The determinants generated by local potentials form a subset of all closed-shell determinants, so the minimum of A cannot lie below the restricted Hartree-Fock minimum. For $N=1$ the two conditions coincide: (3) gives $K\varphi_1=-\tfrac12v_{\rm H}\varphi_1$, so exchange already acts as a local potential on the occupied orbital.

## 7. Orbital shifts and the constant

The sum over empty states can be avoided. For nondegenerate occupied levels, define

$$
\psi_i=\sum_{k\ne i}\varphi_k\frac{\langle k|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_k}. \tag{19}
$$

In $\sum_i\varphi_i\psi_i$ the occupied-occupied terms cancel by the antisymmetry used in Section 3, and what remains is the left side of (15). Applying $h_s-\varepsilon_i$ to (19) turns each denominator into $-1$, and completeness sums the rest:

$$
(h_s-\varepsilon_i)\psi_i=-\big(v_x-K-\Delta_i\big)\varphi_i,\qquad \Delta_i=\langle i|v_x-K|i\rangle, \tag{20}
$$

$$
\langle i|\psi_i\rangle=0,\qquad \sum_i\varphi_i\psi_i=0. \tag{21}
$$

The function $\psi_i$ is the first-order change of $\varphi_i$ when $v_x-K$ is applied as a perturbation. Equation (21) therefore says that replacing the local potential by nonlocal exchange leaves the density unchanged to first order.

The constant is fixed by requiring $v_x\to0$ far from a finite system. There $\varphi_N$ decays most slowly. The exchange term in (20) can give a lower shift $\psi_i$ a tail like that of $\varphi_N$, up to powers of $r$, but not a slower one. By (21), $\psi_N=-\sum_{i<N}\varphi_i\psi_i/\varphi_N$ then decays at least as fast as a lower orbital, up to powers of $r$, and so faster than $\varphi_N$. The left side of (20) for $i=N$ is thus negligible compared with $\varphi_N$. In $K\varphi_N$ the term $j=N$ dominates and gives $-(e^2/r)\varphi_N$, since $\varphi_N^2$ integrates to one. To leading order,

$$
v_x(\mathbf r)\to\Delta_N-\frac{e^2}{r}. \tag{22}
$$

The choice $v_x\to0$ therefore means $\Delta_N=0$. The argument excludes directions in which a nodal surface of $\varphi_N$ extends to infinity.

## 8. A stable discrete form

For an atom with occupied $s$ orbitals only, write $\varphi_i=u_i(r)/(\sqrt{4\pi}\,r)$. Products of such orbitals are spherical, so the Coulomb kernel enters through its angular average $1/r_>$, with $r_>$ the larger of the two radii. A spherical $\delta v_s$ mixes $s$ orbitals only with $s$ orbitals. At a spherical closed-shell $v_s$ the gradient (8) is itself spherical, so stationarity against spherical changes implies stationarity against all changes.

On a grid, let $\rho_p$ be the number of electrons assigned to node $p$, $\chi_{pq}=\partial\rho_p/\partial v_q$, and $s_p=\partial E_x/\partial v_p$. Equation (14) becomes $\chi v_x=s$. This matrix is singular because of the constant, and badly scaled where $\rho_p$ is small. Define

$$
X_{pq}=\frac{\chi_{pq}}{\sqrt{\rho_p\rho_q}},\quad y_p=\sqrt{\rho_p}\,v_{x,p},\quad b_p=\frac{s_p}{\sqrt{\rho_p}},\quad q_p=\sqrt{\rho_p\Big/\textstyle\sum_t\rho_t},
$$

so that $Xy=b$ and $Xq=0$. With energies measured in hartree, so that $X$ is a pure number like $qq^T$, solve instead

$$
(X-qq^{T})\,y=b. \tag{23}
$$

Multiplication from the left by $q^T$ gives $-q^Ty=q^Tb$. The right side is proportional to $\sum_ps_p$, the change of $E_x$ under a constant shift of $v_s$, which is zero. Hence $q^Ty=0$ and $Xy=b$: the added term removes the singularity without changing the equation. Afterwards $v_x$ is shifted by a constant so that $\Delta_N=0$.

Self-consistency is reached by $v_s\leftarrow v_s+\lambda g$, with $g$ from (16). The calculation below used $\lambda=0.4$, which converged for this atom; other systems may need another value.

## 9. Beryllium as a numerical check

The example is the beryllium atom, $1s^22s^2$, nonrelativistic and exchange-only, in atomic units ($\hbar=m=e=1$). The grid has 55 radial nodes in a box of radius 14 bohr. Two occupied and 53 empty orbitals give 106 products on 55 nodes, so these cannot be linearly independent and the second failure of Section 5 does not arise. In a test of the null space at the starting potential defined below, the smallest eigenvalue of $X$ has magnitude $2\times10^{-16}$ and the next $7\times10^{-6}$ hartree$^{-1}$: on this grid the constant is the only null vector at numerical precision. The second value is set by the grid, not by the atom. For a rapidly oscillating $f$, the functions $f\varphi_i$ have a large kinetic energy $T$, so (11) gives $\chi_sf\approx-4\sum_i\varphi_i^2f/T=-2nf/T$ and $X$ has eigenvalues near $-2/T$. The smallest nonzero one therefore shrinks, and (23) becomes less well conditioned, as the grid is refined. The grid Hartree-Fock energy, $-14.573022$ hartree, differs by about 3 microhartree from a separate calculation with 22 Gaussian functions; most of this is the error of the Gaussian basis. The last digits of the energies below depend on the box: enlarging it to 20 bohr lowers the Hartree-Fock energy and the energy of B by 0.7 microhartree each (to $-14.573023$ and $-14.572433$ hartree) and raises the exchange energies by 4 to 5 microhartree. The energy differences between B and Hartree-Fock, the eigenvalues and the tabulated potential of B do not change at the digits shown.

**Derivatives away from stationarity.** The starting potential is $v_{\rm ext}+\tfrac34v_{\rm H}$, with $v_{\rm H}$ from the Hartree-Fock density. It is changed by $t\,w(r)$, with $w=\cos(2r)e^{-r/2}$ and $r$ in bohr. The derivative $dE/dt$ at $t=0$ is $0.1158065$ by finite differences, by the orbital formula (8), and by integrating $g$ against the finite-difference density change as in (16). For exchange alone, finite differences and $\int v_x(dn/dt)\,d\mathbf r$ both give $-0.0106836$. Two other directions agree equally well. Thus (15) yields the density derivative at a potential that solves neither A nor B.

**The two solutions.** For A, the energy was minimized over potentials of the form starting potential plus a combination of 18 cubic splines, with gradients from energy differences; $\chi_s$ served only to scale the search coordinates. For B, (5) was iterated with $v_x$ from (23).

- Starting energy: $-14.531410$ hartree.
- A: $-14.572430$ hartree.
- B: $-14.572432$ hartree, or $-396.536$ eV.

A lies 1.45 microhartree above B, as is possible for a search in a smaller family. Two restarts from the end point, with the same gradient tolerance, left this excess unchanged; it comes from the splines, since a much tighter minimization over the same 18 splines gives the same excess, while 26 splines reduce it to 0.002 microhartree. At the solution of B the energy slopes in the three test directions vanish to about $10^{-11}$, and finite steps both ways along each direction raise the energy. This supports a minimum but does not prove one for all directions.

The raw potentials differ by a constant of 0.177 hartree. The splines can represent a constant, and the energy does not respond to it. After this offset is removed, the density-weighted rms difference is 0.006 hartree. Some values, in hartree, are:

| $r$ (bohr) | $v_x$, A | $v_x$, B |
|---:|---:|---:|
| 0.093 | −2.908 | −2.907 |
| 0.584 | −1.056 | −1.044 |
| 1.006 | −0.342 | −0.320 |
| 1.511 | −0.444 | −0.436 |
| 3.023 | −0.308 | −0.308 |
| 8.168 | −0.122 | −0.122 |

The potential is not monotonic: it is higher near 1.0 bohr than near 1.5 bohr. The largest tabulated difference, 0.02 hartree, also occurs near 1.0 bohr; it is due to limited spline resolution: with 26 splines A gives $-0.319$ hartree there, and the rms difference falls to 0.0003 hartree. In the tail, B gives $r v_x=8.1676\times(-0.1224)=-1.000$, in agreement with (22) for $\Delta_N=0$.

**The cost of locality.** Relative to Hartree-Fock,

$$
-14.572432-(-14.573022)=0.00059\ \text{hartree}=0.016\ \text{eV}.
$$

The exchange energy alone rises by $-2.665778+2.666918=0.00114$ hartree. The other terms together therefore fall by $0.00055$ hartree, and about half of the exchange loss is compensated.

The $2s$ eigenvalues nearly coincide, $-0.3092$ (B) and $-0.3093$ hartree (Hartree-Fock), while the $1s$ eigenvalues are $-4.126$ and $-4.733$ hartree. At the solution, $h_s=F+v_x-K$, so

$$
\varepsilon_i=F_{ii}+\Delta_i. \tag{24}
$$

For $2s$, $\Delta_N=0$, and $\varepsilon_N$ is the expectation value of $F$, close to the Hartree-Fock eigenvalue when the orbitals are close. For $1s$ no condition makes $\Delta_1$ vanish. Close total energies therefore do not imply close eigenvalues for the inner orbitals.

## Values computed for the example and the checks

```
Be atom: Z = 4, radial nodes = 55, box radius = 14.0 bohr
HF energy, grid             = -14.573022 hartree
HF energy, 22 s Gaussians   = -14.573019 hartree
Nonstationary start potential, derivatives in hartree per hartree:
 w1: dE finite difference   = -0.0039462
     dE orbital formula      = -0.0039462
     dE via density          = -0.0039462
     dE_x finite difference  = +0.1747558
     dE_x as v_x times dn    = +0.1747558
 w2: dE finite difference   = -0.0124351
     dE orbital formula      = -0.0124351
     dE via density          = -0.0124351
     dE_x finite difference  = +0.0354494
     dE_x as v_x times dn    = +0.0354494
 w3: dE finite difference   = +0.1158065
     dE orbital formula      = +0.1158065
     dE via density          = +0.1158065
     dE_x finite difference  = -0.0106836
     dE_x as v_x times dn    = -0.0106836
Scaled chi, smallest |eigenvalue| = 2.0e-16 1/hartree
Scaled chi, next |eigenvalue|     = 7.2e-06 1/hartree
Start energy                = -14.531410 hartree
Route A: number of spline shapes = 18
Route A, E - E(B), round 1  = 1.450 microhartree
Route A, E - E(B), round 2  = 1.450 microhartree
Route A, E - E(B), round 3  = 1.450 microhartree
Route A minimum energy      = -14.572430 hartree
Route B Kohn-Sham energy    = -14.572432 hartree
Route B energy              = -396.536 eV
E(B) - E(HF)                = 0.5906 millihartree
E(B) - E(HF)                = 0.01607 eV
Exchange energy, route B    = -2.665778 hartree
Exchange energy, HF         = -2.666918 hartree
2s eigenvalue, route B      = -0.30923 hartree
2s eigenvalue, HF           = -0.30927 hartree
1s eigenvalue, route B      = -4.12570 hartree
1s eigenvalue, HF           = -4.73266 hartree
Route B residual potential  = 3.1e-13 hartree
Route B largest |dE| slope  = 8.4e-12
Smallest rise, 0.1 w steps  = 0.0592 millihartree
Shift sum / single product  = 1.9e-12
Constant offset of v_x, A-B = +0.17706 hartree
rms v_x difference, A-B     = 0.00614 hartree
r (bohr), v_x route A (aligned), v_x route B (hartree):
  0.0930  -2.9079  -2.9068
  0.3118  -1.9244  -1.9189
  0.5840  -1.0556  -1.0442
  1.0062  -0.3422  -0.3196
  1.5105  -0.4437  -0.4361
  2.0342  -0.3885  -0.3905
  3.0225  -0.3075  -0.3081
  4.5096  -0.2195  -0.2194
  6.0946  -0.1639  -0.1639
  8.1676  -0.1224  -0.1224
```
